The bond percolation threshold and onset of conduction on a Bethe lattice

**1. Definitions and conventions**

The Bethe lattice is the infinite tree in which every site has z neighbours. It has no loops, so two sites are joined by exactly one path that does not turn back. Each bond is open with probability p and closed with probability 1 − p, independently of the others. An open bond has conductance g and a closed bond has none. A cluster is a set of sites joined by open bonds.

Arriving at a site along one bond leaves b = z − 1 bonds leading onward. The site and everything reached through these b bonds form its forward branch. Two abbreviations are used throughout:

m = bp,  p_c = 1/b = 1/(z − 1).

Here m is the mean number of open onward bonds at a site. Conductances are in units of g, and angle brackets denote an average over bond configurations.

The claim, for z ≥ 3, is this. If p ≤ p_c, there is no infinite cluster, with probability one. If p > p_c, there is an infinite cluster with probability one, and it carries current to infinity. The threshold value itself thus belongs to the side without an infinite cluster.

The chain, z = 2, is different. A run of n open bonds has probability pⁿ, which vanishes for large n unless p = 1. The formula still gives p_c = 1, but at that value the whole chain is one infinite cluster. From here on z ≥ 3, so b ≥ 2.

**2. The simplest branching case: z = 3**

Let T_n be the probability that a site is connected to at least one site n levels down its forward branch. At level zero T_0 = 1. For z = 3 there are two onward bonds. One of them leads to level n + 1 if it is open and the next site reaches n levels further, which has probability pT_n. The two attempts use different bonds and are independent, so both fail with probability (1 − pT_n)². Hence

T_{n+1} = 1 − (1 − pT_n)².

A branch contains finitely many sites down to any given level. Its top site therefore has an infinite cluster within the branch if and only if it reaches every level. These events shrink as n grows, so the probability of an infinite cluster is T = lim T_n. It must satisfy

T = 1 − (1 − pT)² = 2pT − p²T².

One root is T = 0. Dividing by T gives the other:

T = (2p − 1)/p².

This is negative for p < 1/2 and zero at p = 1/2, so there T = 0 is the only possible probability. For p > 1/2 both roots are admissible and a choice is needed. The map t → 1 − (1 − pt)² increases with t on [0,1]. Starting from T_0 = 1, which is not below the positive root, every iterate stays at or above that root. The limit is therefore the positive root.

A site chosen at random has three bonds, and its cluster is finite only if all three fail to lead to infinity. For p > 1/2, 1 − pT = 1 − (2p − 1)/p = (1 − p)/p, and the probability that the site is in an infinite cluster is

θ = 1 − [(1 − p)/p]³.

At p = 1 this gives θ = 1, as it must. At p = 1/2 it gives θ = 0, so the fraction of sites in infinite clusters grows from nothing without a jump. The derivative of θ is 3[(1 − p)/p]²/p², which equals 12 at p = 1/2.

**3. Any coordination number**

With b onward bonds the same reasoning gives

T_{n+1} = f(T_n),  f(t) = 1 − (1 − pt)^b,  T_0 = 1.

Since f increases and T_1 ≤ T_0, the sequence decreases. Its limit T is a root of T = f(T), because f is continuous. If t* is any root in [0,1], then T_0 ≥ t*, and T_n ≥ t* implies T_{n+1} = f(T_n) ≥ f(t*) = t*. So T is the largest root in [0,1].

*At or below threshold.* Put x = pt and h(x) = (1 − x)^b − 1 + bx. Then h(0) = 0 and

h′(x) = b[1 − (1 − x)^(b−1)] > 0 for 0 < x ≤ 1,

because b ≥ 2. Hence (1 − x)^b > 1 − bx, which means

f(t) < bpt for t > 0 and p > 0.

If bp ≤ 1, then f(t) < t for every positive t. No positive root exists and T = 0. The strict inequality is what settles the case bp = 1. For p = 0 there are no open bonds at all.

*Above threshold.* Let u(t) = f(t) − t. Then u(0) = 0 and u′(0) = bp − 1 > 0, so u is positive just above t = 0. At the other end u(1) = −(1 − p)^b ≤ 0. A root therefore lies in (0,1]. The second derivative,

u″(t) = −b(b − 1)p²(1 − pt)^(b−2),

is negative for 0 ≤ t < 1, so u is strictly concave. A strictly concave function that vanishes at t = 0 and at a larger t is positive between them, so it cannot have two positive roots. There is one positive root, and it is T.

The change occurs at bp = 1, that is, at p = 1/(z − 1). The numerator is one because each site reached must, on average, open more than one way onward. The denominator is z − 1 and not z because the bond of arrival leads back.

A site with all its z bonds available has

θ = 1 − (1 − pT)^z.

This concerns one given site. To pass to the whole lattice, first take T = 0. Every site then has zero probability of lying in an infinite cluster. The sites can be numbered, and a countable union of events of probability zero has probability zero, so there is no infinite cluster anywhere.

Now take T > 0. Choose an endless path that never turns back, and at each site after the first choose one neighbour off the path. The forward branches of these neighbours, pointing away from the path, share no bonds. Each contains an infinite cluster starting at its top with probability T, independently of the others. The first N all fail with probability (1 − T)^N, which tends to zero. An infinite cluster therefore exists with probability one, even when θ is small. It is not unique. For p < 1, infinitely many of these branches are infinite and infinitely many bonds of the path are closed. Since the tree has no loops, branches separated by a closed bond of the path belong to different clusters. There are thus infinitely many infinite clusters, and θ counts the sites in any of them.

**4. The approach from below, the threshold, and just above**

*Below.* At distance n from a given site there are zb^(n−1) sites, each connected to it with probability pⁿ. The mean cluster size, counting the site itself, is

S = 1 + zp Σ_{n≥1} (bp)^(n−1) = 1 + zp/(1 − bp).

Putting this over one denominator and using z = b + 1 gives

S = (1 − bp + bp + p)/(1 − bp) = (1 + p)/(1 − bp).

For z = 4 and p = 0.25, S = 1.25/0.25 = 5 sites. The mean over 200,000 randomly grown clusters was 5.004, with a standard error of 0.016. As p rises to p_c, S diverges.

*At threshold.* With p = 1/b, expansion for small t gives

f(t) = t − at² + O(t³),  a = [b(b − 1)/2]/b² = (b − 1)/(2b).

Taking reciprocals,

1/f(t) = (1/t)[1 + at + O(t²)] = 1/t + a + O(t).

Thus 1/T_n grows by an amount that tends to a at each level. It follows that 1/T_n ≈ an, or

T_n ≈ 2b/[(b − 1)n].

For z = 4 the law is 3/n. Iterating the recursion gives nT_n = 2.845 at n = 100, 2.979 at n = 1000 and 3.000 at n = 100,000.

The mean number of connected sites at level n of a branch is mⁿ = 1 at threshold, for every n. This does not contradict T_n → 0. Among the branches that reach level n, the mean number is 1/T_n ≈ n/3 for z = 4. A shrinking minority of growing clusters keeps the average at one. An infinite mean cluster size is therefore compatible with the absence of an infinite cluster.

*Just above.* Expanding T = f(T) to second order and dividing by T gives

1 = bp − [b(b − 1)/2]p²T + O(T²).

Solving for T and setting p = 1/b in the prefactor,

T ≈ 2b(bp − 1)/(b − 1) = 2b²(p − p_c)/(b − 1).

To the same order θ ≈ zpT ≈ (z/b)T, so

θ ≈ [2z(z − 1)/(z − 2)](p − p_c).

For z = 3 the coefficient is 12, in agreement with the derivative found in section 2. It is also 12 for z = 4.

**5. Does an infinite cluster conduct?**

An endless cluster need not carry current to infinity: a single endless chain of equal resistors has infinite resistance. Conduction needs its own argument.

Let C_n be the conductance between the top of a branch and its level n, with all level-n sites held at zero potential. An open bond in series with a conductance C has conductance C/(1 + C) in units of g, and parallel bonds add:

C_{n+1} = Σ_open C_n^(i)/(1 + C_n^(i)).

The sum runs over the open onward bonds i. At level zero the top is itself grounded, so C_0 = ∞ and the ratio is 1. Since x/(1 + x) increases with x and C_1 ≤ C_0, C_n cannot increase with n for a given configuration. It has a limit C, and for n ≥ 1 it lies between 0 and b.

*A trial current.* Let m > 1, and let N_n be the number of level-n sites connected to the top. Through the bond entering a connected site v, send the current N(v)/mⁿ, where N(v) counts the level-n sites below v that are reached from v by open bonds. Current is conserved, because N(v) is the sum of the same counts over the open bonds leaving v. The total current is F = N_n/mⁿ, and the dissipation is E = Σ N(v)²/m²ⁿ, in units where g = 1.

The true current with the same total dissipates F²/C_n, and no trial current dissipates less. To see this, write the trial current as i + d, where i is the true current. The difference d has no net outflow at the top or at any interior site. Since i on each bond equals a potential difference, the sum of id over bonds equals the sum over sites of potential times net outflow of d. That vanishes: the outflow is zero at the top and inside, and the potential is zero at level n. So E = Σi² + Σd² ≥ F²/C_n, or

F² ≤ C_n E.

This also holds when nothing reaches level n, since both sides are then zero.

*Averages.* The Cauchy–Schwarz inequality applied to F ≤ √C_n √E gives ⟨F⟩² ≤ ⟨C_n⟩⟨E⟩. Because ⟨N_n⟩ = mⁿ, ⟨F⟩ = 1 and

⟨C_n⟩ ≥ 1/⟨E⟩.

On average m^k sites at level k are connected to the top, and below each of them the count has the statistics of N_{n−k}. With w_j = ⟨N_j²⟩/m^(2j),

⟨E⟩ = Σ_{k=1..n} m^k ⟨N_{n−k}²⟩/m²ⁿ = Σ_{k=1..n} m^(−k) w_{n−k}.

Given N_j, the next count comes from bN_j independent bonds. Its mean is mN_j and its variance is bN_j p(1 − p) = m(1 − p)N_j. Therefore

⟨N_{j+1}²⟩ = m²⟨N_j²⟩ + m(1 − p)m^j.

Division by m^(2j+2) gives w_{j+1} = w_j + (1 − p)m^(−j−1), with w_0 = 1. Since Σ_{i≥1} m^(−i) = 1/(m − 1),

w_j ≤ 1 + (1 − p)/(m − 1) = (m − p)/(m − 1).

The remaining sum over k contributes at most another factor 1/(m − 1). With m − p = (b − 1)p the result, for every n, is

⟨C_n⟩ ≥ (m − 1)²/[(b − 1)p].

C_n stays between 0 and b, so its mean converges to ⟨C⟩, which obeys the same bound. Above threshold C is therefore positive with some positive probability s.

*Which branches conduct?* C = 0 requires every onward bond to be closed or to lead to a branch with C = 0. Thus 1 − s = (1 − ps)^b, which is the equation for T. Its positive root is unique, so s = T. A finite branch cannot have C > 0, so the conducting branches are among the infinite ones. The two sets have equal probability and can differ only by an event of probability zero. For p > p_c an infinite branch therefore conducts to infinity.

*An upper bound.* Averaging the recursion in the limit gives ⟨C⟩ = m⟨C/(1 + C)⟩. Let c be the mean of C over conducting branches, so ⟨C⟩ = Tc. The function x/(1 + x) is concave, so its mean is at most its value at the mean:

Tc ≤ mTc/(1 + c), hence c ≤ m − 1 and ⟨C⟩ ≤ T(m − 1).

At p = 1 both bounds equal b − 1. This is the solution of C = bC/(1 + C) for the complete tree.

Near threshold the lower bound tends to [b/(b − 1)](m − 1)² and the upper to twice that. The mean conductance therefore starts as the square of p − p_c, up to a factor confined between these bounds, whereas θ starts linearly. From a site with all z branches the mean is zp⟨C/(1 + C)⟩ = z⟨C⟩/b.

**6. Numbers for z = 4**

Here b = 3 and p_c = 1/3. Expanding the cube in T = 1 − (1 − pT)³ and dividing by T gives

p³T² − 3p²T + 3p − 1 = 0.

The discriminant is 9p⁴ − 4p³(3p − 1) = p²(4p − 3p²), so

T = [3p − √(4p − 3p²)]/(2p²).

The other sign gives a value of at least 3/(2p), which exceeds one. At p = 0.40,

T = (1.2 − √1.12)/0.32 = 0.443,
θ = 1 − (1 − 0.40 × 0.4428)⁴ = 0.5415.

The bounds on ⟨C⟩ are 0.2²/(2 × 0.40) = 0.050 and 0.4428 × 0.2 = 0.089.

To find ⟨C⟩ itself, the recursion was applied to a pool of 40,000 conductances. Each new member was made from three randomly drawn old ones, each included with probability p. After 300 rounds to settle, 300 more were averaged. The results, in units of g where conductances are meant, are:

p = 0.35: T = 0.138, θ = 0.180, ⟨C⟩ ≈ 0.0053, bounds 0.0036 and 0.0069.
p = 0.40: T = 0.443, θ = 0.542, ⟨C⟩ ≈ 0.071, bounds 0.050 and 0.089.
p = 0.60: T = 0.904, θ = 0.956, ⟨C⟩ ≈ 0.64, bounds 0.53 and 0.72.

The fractions of the pool with C above 0.001 g were 0.138, 0.442 and 0.904. They agree with T, as the identification of infinite with conducting branches requires.

From p = 0.35 to 0.40, θ grows threefold while ⟨C⟩ grows about thirteenfold. At p = 0.35, 18% of the sites already belong to an infinite cluster, yet an infinite branch has a mean conductance of only about 0.04 g. The linear law for θ has a short range: it gives 0.20 at p = 0.35, 11% above the full result, and 0.80 at p = 0.40, 48% above it.

Clusters grown at random give a direct view of the transition. Of 20,000 started at p = 0.30, none reached distance 100. At p_c the fraction was 0.037, against 0.038 from the recursion. This remainder is the slow 1/n decay and not an infinite cluster. At p = 0.40 the fraction was 0.546, against 0.542.

**7. Networks with loops, and amorphous oxide films**

Consider any infinite lattice with z neighbours per site and independent bonds. If a site belongs to an infinite cluster, an open path of every length n that visits no site twice starts there. The first step has z choices and each later one at most z − 1, so there are at most zb^(n−1) such paths. Each is open with probability pⁿ. The probability that at least one is open is at most the expected number of open ones:

zp(bp)^(n−1) → 0 for p < 1/b.

The threshold of such a lattice is therefore at least 1/(z − 1). On the square lattice, also with z = 4, there are 100 such paths of four bonds against 108 on the tree. The missing eight are the walks round a unit square, which return to their start. At eight bonds the counts are 5916 and 8748.

In an amorphous oxide semiconductor, percolation models describe electrons finding ways through a disordered landscape of barriers. One may call a link open when its barrier lies below a chosen energy; p is then the fraction of such links. The values of z and p used above are model choices, not properties of a film. Real networks contain loops, and this moves the threshold appreciably: the known bond thresholds are 1/2 for the square lattice, against 1/3 here, and roughly 0.25 for the simple cubic lattice, against 1/5. Real links also have a wide spread of conductances, and neighbouring barriers may be correlated. With correlations even the lower bound can fail. In the extreme case where all bonds open or close together, an infinite cluster appears with probability p for any p > 0. Finally, C is the conductance from one site to infinity on a tree, not the conductivity of a film, so its quadratic onset should not be carried over to a measured current without further argument.

Numbers in the example were calculated in double precision.
